# Infrared Emissivity and Absorbed Sunlight in Daytime Radiative Cooling: a program that tests the result

```python
"""Daytime radiative cooling: thermal emissivity against absorbed sunlight.

Result under test: a sky-facing surface settles below air temperature Ta
if and only if alpha*G < R0, where
    R0 = eps_w * M_w(Ta) * 2*E3(tau),   tau = -ln(t).
alpha : solar absorptance        G   : solar irradiance, W/m2
eps_w : emissivity in the 8-13 um atmospheric window
M_w   : blackbody exitance in that window, W/m2
t     : zenith transmittance of the window; E3 : exponential integral
h     : non-radiative heat transfer coefficient, W/m2K
The direct side integrates Planck's law over wavelength and angle.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expn

SIGMA = const.Stefan_Boltzmann
C2_UM = const.h * const.c / const.k * 1e6          # um K
T_AIR, SUN, T_ZENITH = 300.0, 1000.0, 0.80
H_AIR, EPS = 10.0, 0.95
WIN_LO, WIN_HI = 8.0, 13.0                          # um
T_SUN = 5800.0                                      # rough solar colour temperature

nodes, weights = np.polynomial.legendre.leggauss(80)
MU = 0.5 * (nodes + 1.0)                            # cosine of zenith angle
W_MU = 0.5 * weights


def exitance(lam_um, temp):
    """Spectral blackbody exitance, W/m2 per um."""
    lam = lam_um * 1e-6
    x = C2_UM / (lam_um * temp)
    return 2 * np.pi * const.h * const.c**2 / lam**5 / np.expm1(x) * 1e-6


def band_quadrature(lo, hi, temp):
    """Blackbody exitance between two wavelengths, by quadrature."""
    a, b = np.log(lo), np.log(hi)
    lam = np.exp(0.5 * (b - a) * nodes + 0.5 * (b + a))
    return 0.5 * (b - a) * np.sum(weights * lam * exitance(lam, temp))


def fraction_below(lam_um, temp):
    """Fraction of blackbody exitance below a wavelength, by series."""
    x = C2_UM / (lam_um * temp)
    n = np.arange(1, 401)
    terms = np.exp(-n * x) * (x**3 / n + 3 * x**2 / n**2 + 6 * x / n**3 + 6 / n**4)
    return 15 / np.pi**4 * np.sum(terms)


def clear_sky(t):
    """Bands as (lower um, upper um, zenith transmittance)."""
    return [(2.0, WIN_LO, 0.0), (WIN_LO, WIN_HI, t), (WIN_HI, 1000.0, 0.0)]


def net_cooling(temp, alpha, h=H_AIR, eps_in=EPS, eps_out=EPS,
                sky=None, sky_temp=T_AIR, sun=SUN):
    """Net cooling power from the definition; emissivities may depend on MU."""
    sky = clear_sky(T_ZENITH) if sky is None else sky
    total = 0.0
    for lo, hi, t in sky:
        inside = lo >= WIN_LO and hi <= WIN_HI
        eps = (eps_in if inside else eps_out) * np.ones_like(MU)
        sky_eps = 1.0 - t ** (1.0 / MU)
        total += band_quadrature(lo, hi, temp) * np.sum(2 * MU * W_MU * eps)
        total -= (band_quadrature(lo, hi, sky_temp)
                  * np.sum(2 * MU * W_MU * eps * sky_eps))
    return total - alpha * sun - h * (T_AIR - temp)


def steady_temp(alpha, **kw):
    return brentq(lambda temp: net_cooling(temp, alpha, **kw), 150.0, 450.0,
                  xtol=1e-10)


def budget_formula(eps, t):
    m_w = SIGMA * T_AIR**4 * (fraction_below(WIN_HI, T_AIR)
                              - fraction_below(WIN_LO, T_AIR))
    return eps * m_w * 2 * expn(3, -np.log(t))


# Planck quadrature against the Stefan-Boltzmann law and the band series
black = SIGMA * T_AIR**4
assert abs(band_quadrature(2.0, 1000.0, T_AIR) / black - 1) < 1e-4
window = black * (fraction_below(WIN_HI, T_AIR) - fraction_below(WIN_LO, T_AIR))
assert abs(band_quadrature(WIN_LO, WIN_HI, T_AIR) / window - 1) < 1e-6

# Budget at air temperature: direct integral against the E3 formula
for t in (0.5, 0.8, 0.95):
    direct = net_cooling(T_AIR, 0.0, sky=clear_sky(t))
    assert abs(direct / budget_formula(EPS, t) - 1) < 1e-5
R0 = budget_formula(EPS, T_ZENITH)
R_MAX = budget_formula(1.0, T_ZENITH)
ALPHA_C = R0 / SUN

# Threshold from solved temperatures: independent of wind and of eps outside
for h in (0.0, 5.0, 20.0):
    for eps_out in (0.0, EPS):
        found = brentq(lambda a: steady_temp(a, h=h, eps_out=eps_out) - T_AIR,
                       0.01, 0.30)
        assert abs(found - ALPHA_C) < 1e-5

# Ten percent of the sunlight is about the whole budget for this sky
assert 0.8 < 0.10 * SUN / R0 < 1.25
# A perfect emitter slightly beyond its own limit is still warmer than the air
assert steady_temp(1.05 * R_MAX / SUN, eps_in=1.0, eps_out=1.0) > T_AIR

# Linear temperature formula; second-order terms are below 0.15 K here
h_rad = 4 * EPS * SIGMA * T_AIR**3
linear = {a: (a * SUN - R0) / (H_AIR + h_rad) for a in (0.04, 0.10, 0.20)}
for a, shift in linear.items():
    assert abs(steady_temp(a) - T_AIR - shift) < 0.15

# Effect of grey emissivity on temperature: finite difference against formula
sky_flux = black - R_MAX
slopes = {}
for a in (0.04, 0.20):
    temp = steady_temp(a)
    slopes[a] = -(SIGMA * temp**4 - sky_flux) / (H_AIR + 4 * EPS * SIGMA * temp**3)
    d = 0.005
    numeric = (steady_temp(a, eps_in=EPS + d, eps_out=EPS + d)
               - steady_temp(a, eps_in=EPS - d, eps_out=EPS - d)) / (2 * d)
    assert abs(numeric / slopes[a] - 1) < 2e-3 and numeric < 0

# Same coating, opposite signs by night and at noon
night = steady_temp(0.20, sun=0.0) - T_AIR
assert night < 0 < steady_temp(0.20) - T_AIR

# Sizes of effects left out of the main model
ozone_sky = [(2.0, 8.0, 0.0), (8.0, 9.4, T_ZENITH), (9.4, 9.9, 0.0),
             (9.9, 13.0, T_ZENITH), (13.0, 1000.0, 0.0)]
second_sky = [(2.0, 8.0, 0.0), (8.0, 13.0, T_ZENITH), (13.0, 16.0, 0.0),
              (16.0, 25.0, 0.2), (25.0, 1000.0, 0.0)]
index = 1.5
cos_in = np.sqrt(1 - (1 - MU**2) / index**2)
refl_s = ((MU - index * cos_in) / (MU + index * cos_in))**2
refl_p = ((index * MU - cos_in) / (index * MU + cos_in))**2
eps_smooth = 1 - 0.5 * (refl_s + refl_p)
d_ozone = net_cooling(T_AIR, 0.0, sky=ozone_sky) - R0
d_second = net_cooling(T_AIR, 0.0, sky=second_sky) - R0
d_cold = net_cooling(T_AIR, 0.0, sky_temp=T_AIR - 3.0) - R0
d_angle = net_cooling(T_AIR, 0.0, eps_in=eps_smooth, eps_out=eps_smooth) - R0
sun_window = SUN * T_ZENITH * (fraction_below(WIN_HI, T_SUN)
                               - fraction_below(WIN_LO, T_SUN))

print(f"air temperature: {T_AIR:.0f} K")
print(f"solar irradiance: {SUN:.0f} W/m2")
print(f"window: {WIN_LO:.0f} to {WIN_HI:.0f} um, zenith transmittance {T_ZENITH:.2f}")
print(f"coating emissivity: {EPS:.2f}")
print(f"heat transfer coefficient h: {H_AIR:.0f} W/m2K")
print(f"solar colour temperature (rough): {T_SUN:.0f} K")
print(f"solar blackbody fraction beyond 4 um: {100*(1-fraction_below(4, T_SUN)):.2f} %")
print(f"300 K blackbody fraction below 4 um: {100*fraction_below(4, T_AIR):.2f} %")
print(f"blackbody exitance at air temperature: {black:.1f} W/m2")
print(f"blackbody exitance in window: {window:.1f} W/m2")
print(f"optical depth tau: {-np.log(T_ZENITH):.4f}")
print(f"hemispherical transmittance 2E3(tau): {2*expn(3, -np.log(T_ZENITH)):.4f}")
print(f"sky radiation S: {sky_flux:.1f} W/m2")
print(f"budget of perfect emitter R_max: {R_MAX:.1f} W/m2")
print(f"budget of coating R0: {R0:.1f} W/m2")
print(f"threshold solar absorptance: {100*ALPHA_C:.2f} %")
print(f"threshold for perfect emitter: {100*R_MAX/SUN:.2f} %")
print(f"sunlight absorbed at 10 %: {0.10*SUN:.1f} W/m2")
print(f"that sunlight as share of R0: {100*0.10*SUN/R0:.1f} %")
print(f"cost ratio, absorptance point to emissivity point: {SUN/R_MAX:.2f}")
print(f"radiative coefficient 4 eps sigma Ta^3: {h_rad:.2f} W/m2K")
for a in (0.04, 0.10, 0.20, 0.95):
    print(f"noon T - Ta, alpha {a:.2f}, full solution: {steady_temp(a)-T_AIR:+.2f} K")
for a, shift in linear.items():
    print(f"noon T - Ta, alpha {a:.2f}, linear formula: {shift:+.2f} K")
print(f"night T - Ta, any alpha: {night:+.2f} K")
for h in (5.0, 20.0):
    for a in (0.04, 0.20):
        print(f"noon T - Ta, alpha {a:.2f}, h {h:.0f} W/m2K: "
              f"{steady_temp(a, h=h)-T_AIR:+.2f} K")
low = steady_temp(0.20, eps_in=0.5, eps_out=0.5) - T_AIR
print(f"noon T - Ta, alpha 0.20, emissivity 0.50: {low:+.2f} K")
print(f"dT/deps at alpha 0.20: {slopes[0.20]:.2f} K per unit emissivity")
for name, t in (("humid", 0.5), ("very dry", 0.95)):
    r = budget_formula(EPS, t)
    print(f"{name} window, t {t:.2f}: R0 {r:.1f} W/m2, threshold {100*r/SUN:.2f} %")
print(f"R0 change, opaque ozone band 9.4-9.9 um: {d_ozone:+.1f} W/m2")
print(f"R0 change, 16-25 um window with t 0.20: {d_second:+.1f} W/m2")
print(f"R0 change, sky air 3 K colder: {d_cold:+.1f} W/m2")
print(f"R0 change, smooth dielectric of index 1.5: {d_angle:+.1f} W/m2")
print(f"sunlight inside thermal window (rough): {sun_window:.2f} W/m2")
print("all good")
```

Printed output:

```
air temperature: 300 K
solar irradiance: 1000 W/m2
window: 8 to 13 um, zenith transmittance 0.80
coating emissivity: 0.95
heat transfer coefficient h: 10 W/m2K
solar colour temperature (rough): 5800 K
solar blackbody fraction beyond 4 um: 0.96 %
300 K blackbody fraction below 4 um: 0.21 %
blackbody exitance at air temperature: 459.3 W/m2
blackbody exitance in window: 148.0 W/m2
optical depth tau: 0.2231
hemispherical transmittance 2E3(tau): 0.6780
sky radiation S: 359.0 W/m2
budget of perfect emitter R_max: 100.3 W/m2
budget of coating R0: 95.3 W/m2
threshold solar absorptance: 9.53 %
threshold for perfect emitter: 10.03 %
sunlight absorbed at 10 %: 100.0 W/m2
that sunlight as share of R0: 104.9 %
cost ratio, absorptance point to emissivity point: 9.97
radiative coefficient 4 eps sigma Ta^3: 5.82 W/m2K
noon T - Ta, alpha 0.04, full solution: -3.52 K
noon T - Ta, alpha 0.10, full solution: +0.30 K
noon T - Ta, alpha 0.20, full solution: +6.54 K
noon T - Ta, alpha 0.95, full solution: +49.10 K
noon T - Ta, alpha 0.04, linear formula: -3.50 K
noon T - Ta, alpha 0.10, linear formula: +0.30 K
noon T - Ta, alpha 0.20, linear formula: +6.62 K
night T - Ta, any alpha: -6.09 K
noon T - Ta, alpha 0.04, h 5 W/m2K: -5.18 K
noon T - Ta, alpha 0.20, h 5 W/m2K: +9.43 K
noon T - Ta, alpha 0.04, h 20 W/m2K: -2.15 K
noon T - Ta, alpha 0.20, h 20 W/m2K: +4.04 K
noon T - Ta, alpha 0.20, emissivity 0.50: +11.32 K
dT/deps at alpha 0.20: -8.74 K per unit emissivity
humid window, t 0.50: R0 47.1 W/m2, threshold 4.71 %
very dry window, t 0.95: R0 127.6 W/m2, threshold 12.76 %
R0 change, opaque ozone band 9.4-9.9 um: -10.1 W/m2
R0 change, 16-25 um window with t 0.20: +9.8 W/m2
R0 change, sky air 3 K colder: +12.8 W/m2
R0 change, smooth dielectric of index 1.5: -2.1 W/m2
sunlight inside thermal window (rough): 0.82 W/m2
all good
```
